# A Lower Bound on the Gradient Line Integral over a Saddle, part 1

(Sections cited here and not found follow in the second part.)

## The bound and the paths that attain it

A search for the migration barrier of an atom often starts from two known sites and a trial path between them. At some point one must decide whether to relax the path further or to hand its highest point to a saddle search. The height of that point cannot settle the matter, because every trial path has a highest point. A more informative number is the line integral of the gradient magnitude. It can be compared with the energy of one climb to the highest point and one descent from it. The difference measures motion across the gradient together with any extra dips and rises on the way. The same integral can also serve as an objective to be minimised, provided that one knows when its minimiser really runs over the saddle.

Let $V(\mathbf x)$ be a smooth potential energy in Cartesian coordinates, with gradient $\mathbf g=\nabla V$. The force is $-\mathbf g$. Let $A$ and $B$ be two minima, and let $S$ be a saddle with one descending direction, higher than both minima. Critical points, where $\mathbf g=0$, are taken to be nondegenerate: their Hessian has no zero eigenvalue, so they are isolated. A path $\mathbf x(s)$ from $A$ to $B$ is continuous, has finite length $L$, and is parametrised by its arc length $s$. It has a continuous unit tangent $\mathbf t=d\mathbf x/ds$ except at finitely many points, which may be corners. The quantity of interest is

$$
J=\int_0^L|\mathbf g(\mathbf x(s))|\,ds .
$$

Since a gradient is an energy divided by a length, $J$ is an energy. It is not the work done along the path. That work depends on the signed component of the gradient along $\mathbf t$, and for a conservative force it depends on the end points alone. In $J$ the whole magnitude of the gradient counts, including the part that pushes sideways.

The chain rule connects the two. If $\theta$ is the angle between $\mathbf g$ and $\mathbf t$, then

$$
\frac{dV}{ds}=\mathbf g\cdot\mathbf t=|\mathbf g|\cos\theta ,
\qquad
|\mathbf g|\ge\left|\frac{dV}{ds}\right| .
$$

The inequality holds because $|\cos\theta|\le1$. Suppose first that the path passes through $S$ at $s=s_S$. The absolute value of an integral cannot exceed the integral of the absolute value, so the first part of the path obeys

$$
\int_0^{s_S}|\mathbf g|\,ds
\ge\int_0^{s_S}\left|\frac{dV}{ds}\right|ds
\ge\left|\int_0^{s_S}\frac{dV}{ds}\,ds\right|
=V_S-V_A .
$$

The second part obeys the same chain of inequalities. Its net height change is $V_B-V_S$, whose magnitude is $V_S-V_B$. Adding the two parts gives

$$
J\ge J_0,\qquad
J_0=(V_S-V_A)+(V_S-V_B)=2V_S-V_A-V_B .
$$

This is the bound for paths through the saddle. A trial path usually misses the saddle, however, and then a further condition is needed: every path from $A$ to $B$ must reach at least the height $V_S$. This will be called the pass condition. It says that no lower route joins the two minima. Without it, a path over a lower saddle elsewhere could have $J<J_0$, and there would be no contradiction, since $J_0$ would refer to the wrong saddle.

To treat all paths together, let $V_{\rm top}$ be the greatest height on the path, and define the total variation of the height,

$$
T=\int_0^L\left|\frac{dV}{ds}\right|ds .
$$

Splitting the path at its highest point and repeating the argument above gives $T\ge2V_{\rm top}-V_A-V_B$. Now subtract $J_0$ from $J$, and add and subtract both $T$ and $2V_{\rm top}$:

$$
J-J_0=(J-T)+2(V_{\rm top}-V_S)
+\left[T-(2V_{\rm top}-V_A-V_B)\right].
$$

On the right, $T$ and $2V_{\rm top}$ cancel, leaving $J-2V_S+V_A+V_B$, as required. The first term can be written as

$$
J-T=\int_0^L|\mathbf g|\,(1-|\cos\theta|)\,ds .
$$

I shall call the three terms misalignment, overshoot and backtracking. Misalignment is the cost of moving across the gradient. Overshoot is twice the excess height of the path, once for going up and once for coming down. Backtracking counts dips on the way up and rises on the way down. Misalignment and backtracking cannot be negative. Overshoot cannot be negative if the path passes through $S$, or if the pass condition holds. In either case $J\ge J_0$.

Equality requires all three terms to vanish. Zero overshoot means $V_{\rm top}=V_S$. Zero misalignment means that a nonnegative integrand has zero integral. As the integrand is continuous apart from finitely many points, it must vanish at all other points, so wherever $\mathbf g\ne0$ the tangent is parallel or antiparallel to the gradient. Zero backtracking fixes the sign. On the way up to the highest point, at $s=s_{\rm top}$, it requires

$$
\int_0^{s_{\rm top}}\left(\left|\frac{dV}{ds}\right|-\frac{dV}{ds}\right)ds=0 ,
$$

and hence $dV/ds\ge0$. The corresponding integral on the way down requires $dV/ds\le0$. Together these conditions give

$$
\mathbf t=+\frac{\mathbf g}{|\mathbf g|}\ \hbox{going up},\qquad
\mathbf t=-\frac{\mathbf g}{|\mathbf g|}\ \hbox{going down}.
$$

Conversely, if these relations hold and $V_{\rm top}=V_S$, then $|\mathbf g|=dV/ds$ on the way up and $|\mathbf g|=-dV/ds$ on the way down. Direct integration gives $J=J_0$. Monotonic height by itself removes only the backtracking. A path may rise steadily to the saddle and fall steadily from it while crossing the gradient at an angle, and it then has $J>J_0$.

The highest point of a path with equality must be critical. If the path passes through $S$, this point is $S$ itself, because the height is strictly monotonic on each side. Suppose instead that the pass condition is used and that the highest point $P$ has $\mathbf g\ne0$. If the tangent is continuous at $P$, the maximum of $V$ along the path requires $\mathbf g\cdot\mathbf t=0$. Alignment requires $|\mathbf g\cdot\mathbf t|=|\mathbf g|$, so $\mathbf g=0$, which contradicts the supposition. If $P$ is a corner, the path arrives along $+\mathbf g$ and leaves along $-\mathbf g$. Near a point with nonzero gradient the equation $d\mathbf x/ds=\mathbf g/|\mathbf g|$ has a smooth right-hand side, and therefore one solution through $P$. The path must leave along the very line by which it arrived. A short piece of this spur can be cut off, and the remaining path still joins $A$ to $B$ but stays below $V_S$. That violates the pass condition, so $P$ is critical.

The pass condition also fixes the kind of critical point. Near a nondegenerate critical point, suitable local coordinates bring the energy to the form

$$
V=V_{\rm top}-\tfrac12|\mathbf a|^2+\tfrac12|\mathbf b|^2 ,
$$

where $\mathbf a$ collects the descending directions and $\mathbf b$ the ascending ones. The lower region is $|\mathbf a|>|\mathbf b|$. If $\mathbf a$ has two or more components, this region is connected, and the path can be led around the critical point at a lower height. The pass condition forbids that. If $\mathbf a$ has no component, the point is a minimum and cannot be the top of the path. One descending direction remains. The top is thus a saddle of height $V_S$; it is $S$ if no other saddle has that height.

It remains to ask whether equality can be attained. Close to $S$, the downhill flow $d\mathbf x/d\tau=-\mathbf g$ in the quadratic approximation has components proportional to $e^{-\lambda_i\tau}$, where $\lambda_i$ are the Hessian eigenvalues. A line that leaves $S$ must approach it as $\tau\to-\infty$. This excludes every component with $\lambda_i>0$, leaving the two senses of the one direction with $\lambda_i<0$. The unstable-manifold theorem carries this count over to the full surface. If one of these two lines ends at $A$ and the other at $B$, their union attains $J=J_0$. This union is the minimum-energy path.

Such a path has finite length, although the flow needs infinite time to reach a minimum. Near $A$, with distance $d$ from it, there are positive constants $\mu$ and $M$ such that $|\mathbf g|\ge\mu d$ and $v=V-V_A\le\frac12Md^2$. Hence $|\mathbf g|\ge\mu\sqrt{2v/M}$, and since $ds=dv/|\mathbf g|$ on a gradient line, the remaining length from height $v_0$ is at most

$$
\int_0^{v_0}\frac{dv}{\mu\sqrt{2v/M}}
=\frac{\sqrt{2Mv_0}}{\mu} .
$$

The same argument applies along the descending direction at $S$, with $v=V_S-V$.

In a calculation $V_S$ is unknown, and the usable quantity is the gap between $J$ and the path's own climb and descent,

$$
G=J-(2V_{\rm top}-V_A-V_B),
$$

which is the sum of misalignment and backtracking. If $G=0$ and the tangent is continuous at the top, the argument above shows that the top is critical. It does not show that the top is a saddle. For the surface $V=-\cos x-\cos y$, in dimensionless units, the diagonal $x=y=\xi$ from $(0,0)$ to $(2\pi,2\pi)$ follows the gradient. Here $|\mathbf g|=\sqrt2\,|\sin\xi|$ and $ds=\sqrt2\,d\xi$, so

$$
J=\int_0^{2\pi}2|\sin\xi|\,d\xi=8 .
$$

The ends have height $-2$ and the top has height $2$, so the climb and descent also add up to $8$. Yet the second derivatives at the top, $\cos x$ and $\cos y$, are both $-1$: it is a maximum. A zero gap must therefore be followed by a look at the Hessian, which should have one negative eigenvalue.

An intermediate well sets another limit. Suppose that the minimum-energy path enters and leaves such a well on the way from $A$ to $B$. Its gap $G$ is then not zero, because the dip into the well counts as backtracking. On the cosine surface above, the path from $(0,0)$ straight to $(2\pi,0)$ and then straight to $(2\pi,2\pi)$ follows the gradient over two saddles of height $0$. It has $J=8$, but one climb and one descent add up to only $4$, so $G=4$. The bound can be applied separately to each passage between adjacent minima, but minimising $J$ over the whole path need not return the minimum-energy path. Take an isotropic well in the plane, $V=\frac12k|z|^2$, with position written as a complex number $z$. Since $|\mathbf g|=k|z|$,

$$
J=k\int|z|\,|dz| .
$$

Two straight gradient legs, from radius $\rho$ to the bottom and out again to radius $\rho$, cost $2\times\frac12k\rho^2=k\rho^2$. Now set $\zeta=z^2/2$. Then $d\zeta=z\,dz$, and $J$ is $k$ times the ordinary length in the $\zeta$ plane. If the legs make an angle $\alpha<90^\circ$, their outer ends have $|\zeta|=\rho^2/2$ and are separated by the angle $2\alpha$. The straight chord between them gives

$$
J_{\rm cut}=k\cdot2\cdot\frac{\rho^2}{2}\sin\frac{2\alpha}{2}
=k\rho^2\sin\alpha<k\rho^2 .
$$

For $\alpha=60^\circ$ the shortcut costs $0.866\,k\rho^2$, and numerical integration along it gives the same value. The path that minimises $J$ thus avoids the bottom of this well. When relaxation reveals a well between the end points, the path should be divided there and each part treated separately.

For paths through the saddle, or whenever the pass condition holds, $J$ cannot be less than $J_0$, and the excess separates into misalignment, overshoot and backtracking. It remains to apply this to a planar model of oxygen moving between bond sites in silicon, and to examine the effects of sampling, the choice of coordinates and the hop rate.
